\section*{Thermionic Emission from Graphene with an Energy-Independent Escape Rate, part 2}

Electrons in graphene escape over a barrier into a semiconductor. The questions here are what barrier a measurement of current against temperature yields, and what alters the current of an example contact to MoS$_2$.

Energies $E$ are measured from the Dirac point. The cone is $E=\hbar v|\mathbf k|$, with $v$ the Dirac velocity, two spins and two valleys. The barrier top lies at $B>0$, $\mu$ is the chemical potential of graphene (positive for electron doping), and $\Phi=B-\mu$. Every electron with $E>B$ escapes at the constant rate $1/\tau$; none escapes below $B$. The elementary charge is $e>0$, and $J$ is the magnitude of the electron current density. The algebra is in Gaussian units, and $kT$ is an energy.

The density of states per unit area is
\begin{equation}
D(E)=\frac{4}{2\pi}\,\frac{E}{\hbar^2v^2}=\frac{2E}{\pi\hbar^2v^2},\qquad E>0 .
\label{eq:dos}
\end{equation}
With the Fermi function $f(E)$, the one-way current is
\begin{equation}
J=\frac{e}{\tau}\int_B^\infty D(E)f(E)\,dE .
\label{eq:sum}
\end{equation}
In the Boltzmann limit, $\Phi\gg kT$, it becomes $J_0$:
\begin{equation}
N_B=\frac{2}{\pi\hbar^2v^2}\,kT(B+kT),\qquad J_0=\frac{eN_B}{\tau}\,e^{-\Phi/kT}.
\label{eq:NB}
\end{equation}
A sum over a grid of $\mathbf k$ points confirmed $N_B$. If the quasi-Fermi level of the semiconductor at the interface lies $eU$ below $\mu$, the net current is
\begin{equation}
J=J_0\left(1-e^{-eU/kT}\right).
\label{eq:net}
\end{equation}

The example is graphene on a 50~nm flake of MoS$_2$ at 300~K, with $B=0.40$~eV, $\mu=0.10$~eV, $\Phi=0.30$~eV, $v=10^8$~cm/s, $\tau=10$~ps and $kT=0.02585$~eV. These are round model values. They give $N_B=1.618\times10^{12}$~cm$^{-2}$ and $J_0=0.24$~A/cm$^2$.

\subsection{Power of temperature and Arrhenius slope}

At fixed $B$ and $\tau$, the local power of $T$ in the prefactor is
\begin{equation}
\frac{d\ln[kT(B+kT)]}{d\ln T}=1+\frac{kT}{B+kT}.
\end{equation}
It is 1.06 in the example. It tends to 2 for $B\ll kT$, but the Boltzmann limit then needs $\mu=B-\Phi$ to lie several $kT$ below the Dirac point, which means hole-doped graphene.

Let $\beta=1/kT$. At fixed $\mu$,
\begin{equation}
\ln J_0=\text{const}-\ln\beta+\ln(B+1/\beta)-\beta\Phi .
\end{equation}
Differentiation gives
\begin{align}
-\frac{d\ln J_0}{d\beta}&=\Phi+\frac1\beta+\frac{1/\beta^2}{B+1/\beta}\nonumber\\
&=\Phi+kT\,\frac{B+2kT}{B+kT}.
\end{align}
The second term is the mean energy above $B$ of the escaping electrons, because the derivative of $\ln\int De^{-\beta(E-\mu)}dE$ brings down the mean of $E-\mu$.

Dividing the current by $T^s$ adds $s\ln\beta$ to the logarithm, and so subtracts $s\,kT$ from the slope. The apparent barriers $\mathcal E_s$ are
\begin{align}
\mathcal E_1&=\Phi+\frac{(kT)^2}{B+kT},\label{eq:E1}\\
\mathcal E_2&=\Phi-\frac{kT\,B}{B+kT}.\label{eq:E2}
\end{align}
In the example $\mathcal E_1=0.302$~eV and $\mathcal E_2=0.276$~eV, against $\Phi=0.300$~eV. Division by $T$ is in error by 1.6~meV, division by $T^2$ by 24~meV. Division by $T(B+kT)$ leaves $\Phi$ itself, within the Boltzmann limit at fixed $\mu$, but requires an estimate of $B$.

These formulas assume an escape rate independent of energy, a fixed $B$ and a constant $\tau$. For a rate proportional to $(E-B)^p$, $\mathcal E_1=\Phi+p\,kT+(p+1)(kT)^2/[B+(p+1)kT]$. A rate that follows the density of final states of a three-dimensional parabolic band has $p=\frac12$; division by $T$ is then in error by $+15$~meV and division by $T^2$ by $-11$~meV. If $B$ changes with temperature, as it does when the gap of the semiconductor shrinks on heating, each apparent barrier gains $-T(dB/dT)\,B/(B+kT)$, which is 28~meV for $dB/dT=-0.1$~meV/K. If $1/\tau$ varies as $T^r$, the logarithm gains $-r\ln\beta$ and each apparent barrier rises by $r\,kT$. Escape assisted by vibrations behaves in this way when their energy is well below $kT$: their occupation is then nearly proportional to $T$, and $r$ is close to 1. For vibrations of higher energy the rate is not a single power of $T$. In either case the temperature dependence of $\tau$ has to be known before the small term in (\ref{eq:E1}) means anything.

\subsection{Slope at fixed charge}

If the charge on graphene is fixed while the temperature changes, $\mu$ moves. The exponent contains $+\beta\mu$, and $\beta\,d/d\beta=-T\,d/dT$, so
\begin{equation}
-\frac{d(\beta\mu)}{d\beta}=-\mu+T\frac{d\mu}{dT}.
\end{equation}
The term $T\,d\mu/dT$ is therefore added to every apparent barrier, while $\Phi$ keeps its value at the temperature of the slope.

To find it, count electrons minus holes. A hole at energy $-E$ has probability $1/(e^{(E+\mu)/kT}+1)$. With $u=\mu/kT$ and $x=E/kT$,
\begin{align}
n&=\frac{2(kT)^2}{\pi\hbar^2v^2}\,G(u),\qquad G(u)=F_1(u)-F_1(-u),\\
F_1(u)&=\int_0^\infty\frac{x\,dx}{e^{x-u}+1}.
\end{align}
The derivative of the integrand with respect to $u$ is minus its derivative with respect to $x$ at fixed factor $x$. Integration by parts then gives
\begin{equation}
F_1'(u)=\int_0^\infty\frac{dx}{e^{x-u}+1}=\ln(1+e^u).
\end{equation}
Hence
\begin{equation}
G'(u)=\ln[(1+e^u)(1+e^{-u})]=2\ln\bigl(2\cosh\tfrac u2\bigr).
\end{equation}
Fixed $n$ means fixed $T^2G$, so $2G+G'\,T\,du/dT=0$. Since $T\,du/dT=(T\,d\mu/dT-\mu)/kT$,
\begin{equation}
T\frac{d\mu}{dT}=\mu-2kT\,\frac{G(u)}{G'(u)}.
\label{eq:dmu}
\end{equation}

In the example $n=8.9\times10^{11}$~cm$^{-2}$ and $T\,d\mu/dT=-20$~meV. The slope of $\ln(J/T)$ becomes 0.281~eV. The shift is nearly as large as the error made by dividing by $T^2$, and it has the same sign, so the two add if both are overlooked. A numerical derivative of the current with full Fermi statistics, taken at 300~K and fixed charge, agrees with the formula to one part in $10^4$.

A finite interval shows the same effect. At 400~K and the same charge, $\mu=0.0925$~eV and the current is 4.71~A/cm$^2$, which is 19.9 times the value at 300~K. The change of $1/kT$ is 9.67~eV$^{-1}$, so the two-point slope of $\ln(J/T)$ is
\begin{equation}
\frac{\ln19.9-\ln(400/300)}{9.67\ \mathrm{eV}^{-1}}=0.280\ \mathrm{eV}.
\end{equation}

\subsection{Band curvature}

Nearest-neighbour hopping $t$ on the graphene lattice gives $E=t|1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2}|$, with $\mathbf a_{1,2}=a(\pm\frac12,\frac{\sqrt3}2)$. At a zone corner the phases are $\pm2\pi/3$ and the sum vanishes. For a small displacement $\mathbf q$ the sum becomes, up to a factor $i$,
\begin{equation}
e^{2\pi i/3}\,\mathbf q\cdot\mathbf a_1+e^{-2\pi i/3}\,\mathbf q\cdot\mathbf a_2
=\frac{\sqrt3a}{2}\,(-q_y+iq_x).
\end{equation}
Thus $\hbar v=\sqrt3\,at/2$, and $a=0.246$~nm gives $t=3.09$~eV. Integration over these bands raises $N_B$ by 0.65\% relative to the linear cone. This counts nearest-neighbour hopping only. Second-neighbour hopping or orbital overlap changes $D(E)$ already at relative order $E/t$; a second-neighbour hopping of 0.3~eV shifts $N_B$ by 3 to 5\%. Both are small beside the uncertainty of $\tau$.

\subsection{Field at the interface}

A voltage of 0.1~V across 50~nm gives a field of magnitude $F=0.02$~MV/cm, or $eF=0.002$~eV/nm, taken as uniform and driving electrons away from graphene. The dielectric constant $\varepsilon=6$ and the MoS$_2$ mass $m_s=0.5$ free-electron masses are rough values. The estimates below are separate and should not be multiplied together.

\emph{Image force.} An electron at distance $x$ from an ideal metal is attracted by its image at distance $2x$ with force $e^2/(4\varepsilon x^2)$. The barrier becomes $B-e^2/(4\varepsilon x)-eFx$. Its maximum lies where the two forces balance,
\begin{equation}
x_m=\sqrt{\frac{e}{4\varepsilon F}},\qquad
\Delta=2eFx_m=\sqrt{\frac{e^3F}{\varepsilon}},
\end{equation}
because the two lowering terms are equal there. With $x_m=5.48$~nm, $\Delta=2\times0.002\times5.48=0.022$~eV. The current rises by a factor 2.2. Two things make the true lowering smaller. MoS$_2$ is uniaxial: the potential of a charge along the normal is $e/(\varepsilon_\parallel x)$, so the image force is set by the in-plane constant, while the value 6 is closer to the out-of-plane one. With a rough $\varepsilon_\parallel=15$, $\Delta=0.014$~eV and the factor is 1.65. Graphene is also not an ideal metal: with its static screening, $\varepsilon=6$ and vacuum on the other side, $\Delta$ is about 0.018~eV.

\emph{Tunnelling.} Without the image force, an electron at depth $\delta$ below the top meets a triangular barrier of width $\delta/(eF)$. The semiclassical exponent is
\begin{equation}
W=\frac2\hbar\int_0^{\delta/eF}\!\!\sqrt{2m_s(\delta-eFx)}\,dx=\frac{4\sqrt{2m_s}\,\delta^{3/2}}{3\hbar eF}.
\end{equation}
If such electrons escape at the rate $e^{-W}/\tau$, they add 21\% to the current over the barrier. This is only an order of size. About three quarters of it comes from depths below 5.6~meV, where $W<1$ and the semiclassical factor is unreliable; the form $1/(1+e^{W})$ gives 14\%. On the barrier rounded by the image force of $\varepsilon=6$ the share is about 6\%.

\emph{Charge on graphene.} The field ends on extra electrons of density $\delta n=\varepsilon F/(4\pi e)=6.6\times10^{10}$~cm$^{-2}$, if the field on the other side of the sheet is held fixed. They raise $\mu$ by 4.4~meV and the current by a factor 1.18. This applies if 0.10~eV is the value before the bias. If $\mu$ already comes from the electrostatics at that bias, the factor must not be applied again.

\subsection{Transport in the flake}

The conduction minima of thick MoS$_2$ are taken as six valleys away from the zone corner. For many relative rotations of the two lattices their lateral momentum differs from that of the graphene states, which is a reason to describe escape by a scattering time. Near particular rotations the momenta can match up to reciprocal lattice vectors, and direct escape without scattering may then contribute. The effective density of states is
\begin{equation}
N_c=2\times6\left(\frac{m_skT}{2\pi\hbar^2}\right)^{3/2}=5.3\times10^{19}\ \mathrm{cm}^{-3}.
\end{equation}
In equilibrium with graphene the density at the interface is $n_e=N_ce^{-\Phi/kT}$. Let the actual density there be $n_i=n_ee^{-eU/kT}$. The net-current law becomes a boundary condition for the particle flux $j=J/e$:
\begin{equation}
j=v_R(n_e-n_i),\qquad v_R=\frac{N_B}{\tau N_c}=3.0\times10^3\ \mathrm{cm/s}.
\label{eq:bc}
\end{equation}
This is the form to use in a drift--diffusion solver.

With mobility $M$, diffusion constant $MkT/e$ and an absorbing contact at $x=L$, the density $n(x)$ of carriers in the flake satisfies
\begin{equation}
j=MFn-\frac{MkT}{e}\frac{dn}{dx},\qquad
n=\frac{j}{MF}\left[1-e^{-eF(L-x)/kT}\right].
\end{equation}
Substitution confirms the solution: the exponential parts of drift and diffusion cancel. The absorbing contact neglects electrons that the far contact supplies. If it holds the density $n_L$, this requires $n_Le^{-eFL/kT}\ll n_e$, so the result does not apply at voltages near zero. In the example it requires $n_L\ll2.3\times10^{16}$~cm$^{-3}$, which a heavily doped far contact does not meet. Setting $x=0$ and inserting $n_i$ into (\ref{eq:bc}) gives, with $V=FL$,
\begin{equation}
j=\frac{v_Rn_e}{1+M_{1/2}/M},\qquad M_{1/2}=\frac{v_R}{F}\left(1-e^{-eV/kT}\right).
\end{equation}
Here $M_{1/2}=0.15$~cm$^2$/(V\,s) is the vertical mobility at which transport halves the current. The emission law sets the current when $M$ is well above this value. A mobility this low corresponds to a Drude mean free path of about 0.007~nm, far below the layer spacing, so near $M_{1/2}$ the vertical transport is not band motion with mass $m_s$ and $M$ is only an effective parameter. For shorter $\tau$, $M_{1/2}$ grows as $1/\tau$, as long as $v_R$ stays well below the one-way thermal velocity in the flake, $\sqrt{kT/(2\pi m_s)}=3.8\times10^6$~cm/s.

\subsection{The example beside a real contact}

A barrier of a few tenths of an electronvolt is a reasonable rough value for graphene on MoS$_2$, though it varies with doping, gating and preparation. The escape time is the least certain input: 1~ps would give 2.4~A/cm$^2$ and 100~ps would give 0.024~A/cm$^2$. Real interfaces also break the assumption of one uniform barrier. Where trapped charge or interface states lower the barrier top $B$ locally by 22~meV at fixed $\mu$, the local current rises by the same factor of about 2.2 as found for the image force. Donors in the flake bend the bands: a density of $1.3\times10^{16}$~cm$^{-3}$ over 50~nm holds as much charge as ends the field here, and the field is then no longer uniform. A change of $\Phi$ by 0.1~eV alone changes $e^{-\Phi/kT}$ by a factor of 48 at 300~K. An absolute current from this model is therefore not reliable even to an order of magnitude unless $\tau$ and the barrier are calibrated on the same contact.

\section*{Numbers as computed}
\begin{verbatim}
barrier above Dirac point B: 0.4 eV
chemical potential mu: 0.1 eV
barrier Phi = B - mu: 0.3 eV
temperature: 300 K
kT: 0.02585 eV
Dirac velocity: 1.00e+08 cm/s
hbar v: 0.6582 eV nm
escape time: 10 ps
D(E)/E: 1.469 1/(eV^2 nm^2)
kT(B+kT): 0.01101 eV^2
share of kT term in B+kT: 6.07 %
prefactor density: 1.618e+12 1/cm^2
exp(-Phi/kT): 9.125e-06
current prefactor: 2.592e+04 A/cm^2
current J0: 0.2365 A/cm^2
current J0: 2365 A/m^2
k-grid sum, largest relative error: 9.9e-05
local power of T in prefactor: 1.061
apparent barrier, ln(J/T), fixed mu: 0.3016 eV
apparent barrier, ln(J/T^2), fixed mu: 0.2757 eV
T dmu/dT at fixed charge: -0.0201 eV
apparent barrier, ln(J/T), fixed charge: 0.2814 eV
net electron density of graphene: 8.922e+11 1/cm^2
mu at 400 K, fixed charge: 0.0925 eV
current at 400 K, fixed charge: 4.707 A/cm^2
Fermi-statistics deficit: 4.42e-06
graphene lattice constant: 0.246 nm
hopping energy: 3.09 eV
lattice bands / linear cone: 1.0065
MoS2 thickness: 50 nm
voltage across MoS2: 0.1 V
field: 0.02 MV/cm
dielectric constant: 6
mass / free electron mass: 0.5
conduction valleys: 6
image lowering: 0.0219 eV
distance of barrier top: 5.48 nm
current factor, image lowering: 2.214
tunnelling / over-barrier current: 0.209
charge that ends the field: 6.632e+10 1/cm^2
shift of mu by that charge: 0.0044 eV
current factor, charge shift: 1.184
MoS2 effective band density: 5.323e+19 1/cm^3
emission velocity: 3039 cm/s
mobility that halves the current: 0.149 cm^2/(V s)
\end{verbatim}
